# An Isomer-Shift Regression Slope Is Not the Nuclear Calibration Constant: verification in Python

```python
# RESULT UNDER TEST
# Isomer shifts obey delta = alpha*(rho - rho_ref), with the nuclear constant
#   alpha = (c/E_gamma)*(2*pi*Z/3)*D,   D = change of <r^2> (excited - ground),
# and rho = electron density averaged over a Gaussian nuclear charge.
# Regressing delta on COMPUTED densities rho_c gives instead
#   b = alpha*R2/k,  k = slope of rho_c against rho,  R2 = squared correlation,
# so b absorbs relativistic, basis-set and functional errors.
# "Observed" shifts come from a closed model world: Dirac ions, local exchange.
# Atomic units inside; radial functions P (large) and Q (small component).
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import erf
from scipy.interpolate import CubicSpline
from pyscf import gto, dft

Z = 26
C_AU = sc.physical_constants['inverse fine-structure constant'][0]
BOHR_FM = sc.physical_constants['Bohr radius'][0] * 1e15
HARTREE_EV = sc.physical_constants['Hartree energy in eV'][0]
C_MM_S = sc.c * 1e3

# chosen nuclear model (rounded inputs)
RMS_FM, D_FM2, GAMMA_KEV = 3.7, -0.025, 14.0
MSR = (RMS_FM / BOHR_FM)**2
D_MSR = D_FM2 / BOHR_FM**2
E_GAMMA = GAMMA_KEV * 1e3 / HARTREE_EV

# logarithmic radial grid and quadrature weights for integrals over dr
x = np.linspace(np.log(1e-7), np.log(40.0), 700)
r = np.exp(x)
w = r * (x[1] - x[0])

EXPONENTS = 0.03 * 2.2**np.arange(30)
N_LARGE, N_CUT, N_D = 30, 17, 15
SHIFT = 400.0   # makes the Schroedinger matrix positive definite


def nuclear_potential(msr):
    return -Z * erf(np.sqrt(1.5 / msr) * r) / r


def nuclear_average(radial_density, msr=MSR):
    xi = 1.5 / msr
    charge = (xi / np.pi)**1.5 * np.exp(-xi * r**2)
    return np.sum(w * radial_density * charge)


def make_channels(dirac, n_sp):
    """Angular channels: l, share of the shell's electrons, basis, matrices."""
    if dirac:
        table = [(0, -1, 1.0), (1, 1, 1/3), (1, -2, 2/3),
                 (2, 2, 0.4), (2, -3, 0.6)]
    else:
        table = [(0, -1, 1.0), (1, -2, 1.0), (2, -3, 1.0)]
    channels = []
    for l, kappa, share in table:
        z = EXPONENTS[:(N_D if l == 2 else n_sp)]
        gauss = np.exp(-np.outer(r**2, z))
        g = r[:, None]**(l + 1) * gauss
        f = ((l + 1 + kappa) * r[:, None]**l
             - 2 * z * r[:, None]**(l + 2)) * gauss
        norm = np.sqrt(w @ g**2)
        g, f = g / norm, f / norm
        overlap = g.T @ (w[:, None] * g)
        kinetic = 0.5 * f.T @ (w[:, None] * f)
        channels.append((dirac, l, share, g, f, overlap, kinetic))
    return channels


def solve(channel, v, n_occ):
    """Lowest n_occ electron states: energies and radial densities."""
    dirac, l, share, g, f, S, T = channel
    V = g.T @ ((w * v)[:, None] * g)
    if not dirac:
        # inverted problem: accurate for low states despite tight functions
        mu, vec = eigh(S, T + V + SHIFT * S)
        mu = mu[::-1][:n_occ]
        vec = vec[:, ::-1][:, :n_occ] / np.sqrt(mu)
        return 1 / mu - SHIFT, (g @ vec)**2
    n = len(S)
    W = f.T @ ((w * v)[:, None] * f)
    zero = np.zeros((n, n))
    H = np.block([[V, T], [T, W / (4 * C_AU**2) - T]])
    M = np.block([[S, zero], [zero, T / (2 * C_AU**2)]])
    d = 1 / np.sqrt(np.diag(M))
    eps, vec = eigh(H * np.outer(d, d), M * np.outer(d, d))
    vec = (vec * d[:, None])[:, n:n + n_occ]
    P, Q = g @ vec[:n], f @ vec[n:] / (2 * C_AU)
    return eps[n:n + n_occ], P**2 + Q**2


def scf(channels, shells, x_alpha, msr=MSR):
    """Self-consistent spherical ion; returns energy and radial density."""
    n_el = sum(sum(q) for q in shells.values())
    a = 2.0
    v = (n_el - 1) * a * (2 + a * r) / (1 + a * r)**2
    v_nuc = nuclear_potential(msr)
    cx = (3 / np.pi)**(1 / 3)
    v_hist, r_hist = [], []
    for iteration in range(120):
        dens, e_sum = np.zeros_like(r), 0.0
        for ch in channels:
            occ = np.array(shells[ch[1]], float) * ch[2]
            if len(occ) == 0:
                continue
            eps, orb = solve(ch, v_nuc + v, len(occ))
            dens += orb @ occ
            e_sum += eps @ occ
        inner = CubicSpline(x, dens * r).antiderivative()(x)
        outer = CubicSpline(x, dens).antiderivative()(x)
        v_h = inner / r + outer[-1] - outer
        rho = dens / (4 * np.pi * r**2)
        v_x = -1.5 * x_alpha * cx * rho**(1 / 3)
        res = v_h + v_x - v
        error = np.sum(w * dens * abs(res))
        energy = e_sum + np.sum(w * dens * (0.5 * v_h + 0.75 * v_x - v))
        if error < 1e-7:
            break
        v_hist, r_hist = (v_hist + [v])[-6:], (r_hist + [res])[-6:]
        if len(v_hist) == 1:
            v = v + 0.3 * res
        else:   # Anderson mixing
            dv = np.array([v - q for q in v_hist[:-1]]).T
            dr = np.array([res - q for q in r_hist[:-1]]).T
            wt = np.sqrt(w * dens)
            c = np.linalg.lstsq(dr * wt[:, None], res * wt, rcond=None)[0]
            v = v + 0.5 * res - (dv + 0.5 * dr) @ c
    assert error < 1e-5, "self-consistency not reached"
    return energy, dens


def ion(n_d, n_4s=0):
    s = [2, 2, 2] + ([n_4s] if n_4s else [])
    return {0: s, 1: [6, 6], 2: [n_d] if n_d else []}


IONS = {'Fe+  3d7': ion(7), 'Fe2+ 3d6': ion(6), 'Fe3+ 3d5': ion(5),
        'Fe4+ 3d4': ion(4), 'Fe+  3d6 4s1': ion(6, 1),
        'Fe2+ 3d5 4s1': ion(5, 1)}
REF = 1   # index of the reference ion Fe2+ 3d6

CH = {(d, n): make_channels(d, n)
      for d in (True, False) for n in (N_LARGE, N_CUT)}

# --- solver against the analytic Dirac 1s energy of a point nucleus
e_1s = solve(CH[True, N_LARGE][0], nuclear_potential(1e-16), 1)[0][0]
e_1s_exact = C_AU**2 * (np.sqrt(1 - (Z / C_AU)**2) - 1)
assert abs(e_1s - e_1s_exact) < 5e-3

# --- solver against PySCF: closed-shell Fe8+, point nucleus, same Gaussians
mol = gto.M(atom='Fe 0 0 0', charge=8, spin=0, verbose=0,
            basis={'Fe': [[l, [float(z), 1.0]] for l in (0, 1)
                          for z in EXPONENTS[:N_CUT]]})
mf = dft.RKS(mol)
mf.xc, mf.init_guess, mf.conv_tol, mf.grids.level = 'lda,', '1e', 1e-10, 4
mf.kernel()
assert mf.converged
ao = mol.eval_gto('GTOval', np.zeros((1, 3)))[0]
rho0_pyscf = ao @ mf.make_rdm1() @ ao
dens8 = scf(CH[False, N_CUT], ion(0), 2 / 3, 1e-16)[1]
rho0_radial = dens8[0] / (4 * np.pi * r[0]**2)
assert abs(rho0_radial / rho0_pyscf - 1) < 3e-4

# --- energy derivative with respect to nuclear size, Dirac Fe3+
step = 0.2 * MSR
e_plus = scf(CH[True, N_LARGE], ion(5), 2 / 3, MSR + step)[0]
e_minus = scf(CH[True, N_LARGE], ion(5), 2 / 3, MSR - step)[0]
rho_from_energy = (e_plus - e_minus) / (2 * step) / (2 * np.pi * Z / 3)

# --- all levels of theory: (Dirac?, basis size, exchange parameter)
LEVELS = {'Dirac reference': (True, N_LARGE, 2 / 3),
          'Schroedinger': (False, N_LARGE, 2 / 3),
          'Dirac, cut basis': (True, N_CUT, 2 / 3),
          'Schroed., cut basis': (False, N_CUT, 2 / 3),
          'Dirac, exchange 1': (True, N_LARGE, 1.0),
          'Schr., cut, exch. 1': (False, N_CUT, 1.0)}
density, ref_radial = {}, None
for name, (d, n, xa) in LEVELS.items():
    radial = [scf(CH[d, n], q, xa)[1] for q in IONS.values()]
    density[name] = np.array([nuclear_average(q) for q in radial])
    if ref_radial is None:
        ref_radial = radial
rho_true = density['Dirac reference']
assert abs(rho_from_energy / rho_true[2] - 1) < 2e-3

# --- "observed" shifts from the explicit change of the nuclear potential
dv_nuc = nuclear_potential(MSR + D_MSR) - nuclear_potential(MSR)
de = np.array([np.sum(w * q * dv_nuc) for q in ref_radial])
delta = C_MM_S / E_GAMMA * (de - de[REF])
alpha = C_MM_S / E_GAMMA * 2 * np.pi * Z / 3 * D_MSR


def leave_one_out(rho):
    worst = 0.0
    for i in range(len(rho)):
        keep = np.arange(len(rho)) != i
        line = np.polyfit(rho[keep] - rho[REF], delta[keep], 1)
        worst = max(worst, abs(np.polyval(line, rho[i] - rho[REF]) - delta[i]))
    return worst


slope, factor, loo, k_of, r2_of = {}, {}, {}, {}, {}
for name, rho in density.items():
    slope[name] = np.polyfit(rho - rho[REF], delta, 1)[0]
    factor[name] = slope[name] / alpha
    k_of[name] = np.polyfit(rho_true - rho_true[REF], rho - rho[REF], 1)[0]
    r2_of[name] = np.corrcoef(rho_true, rho)[0, 1]**2
    loo[name] = leave_one_out(rho)
    assert abs(factor[name] * k_of[name] / r2_of[name] - 1) < 5e-3

f_rel = factor['Schroedinger']
f_basis_dirac = factor['Dirac, cut basis']
f_basis_schr = factor['Schroed., cut basis'] / f_rel
f_func = factor['Dirac, exchange 1']
f_all = factor['Schr., cut, exch. 1']
product = f_rel * f_basis_dirac * f_func
spread = np.ptp(delta)

assert abs(factor['Dirac reference'] - 1) < 5e-3
assert f_rel > 1.1
assert f_basis_schr > 1.01 and f_basis_dirac > f_basis_schr
assert abs(f_func - 1) > 0.01
assert product > 1.02 * f_all
assert loo['Schroedinger'] < 0.05 * spread

# --- relativistic density ratio in the one-electron ion Fe25+
one = {d: solve(CH[d, N_LARGE][0], nuclear_potential(MSR), 3)[1]
       for d in (True, False)}
ratio = [nuclear_average(one[True][:, i]) / nuclear_average(one[False][:, i])
         for i in range(3)]
assert abs(f_rel / ratio[2] - 1) < 0.15

# --- Schroedinger slope wrongly combined with Dirac densities, Fe3+ - Fe2+
mixed = slope['Schroedinger'] * (rho_true[2] - rho_true[REF])
assert abs(mixed / delta[2]) > 1.1

print(f"nuclear rms radius {RMS_FM} fm, change of <r^2> {D_FM2} fm^2")
print(f"gamma energy {GAMMA_KEV} keV")
print(f"nuclear constant alpha = {alpha:.4f} a0^3 mm/s")
print(f"largest exponent: large {EXPONENTS[N_LARGE-1]:.2e}, "
      f"cut {EXPONENTS[N_CUT-1]:.2e} a0^-2")
print(f"Fe25+ Dirac 1s: basis {e_1s:.4f}, analytic {e_1s_exact:.4f} Eh")
print(f"Fe8+ rho(0): radial {rho0_radial:.2f}, PySCF {rho0_pyscf:.2f} a0^-3")
print(f"Fe3+ rho from dE/d<r^2> {rho_from_energy:.2f}, "
      f"averaged {rho_true[2]:.2f} a0^-3")
print("ion: rho Dirac, rho Schroedinger (a0^-3), shift (mm/s)")
for i, name in enumerate(IONS):
    print(f"  {name:13s} {rho_true[i]:.3f} "
          f"{density['Schroedinger'][i]:.3f} {delta[i]:+.4f}")
print("level: slope b (a0^3 mm/s), b/alpha, k, R2")
for name in LEVELS:
    print(f"  {name:20s} {slope[name]:.4f} {factor[name]:.4f} "
          f"{k_of[name]:.4f} {r2_of[name]:.6f}")
print("level: inferred change of <r^2> (fm^2), worst left-out error (mm/s)")
for name in LEVELS:
    print(f"  {name:20s} {D_FM2 * factor[name]:.5f} {loo[name]:.5f}")
print(f"range of the shifts = {spread:.4f} mm/s")
print("Fe25+ Dirac/Schroedinger density ratio 1s, 2s, 3s: "
      + ", ".join(f"{q:.4f}" for q in ratio))
print(f"basis factor: Dirac {f_basis_dirac:.4f}, "
      f"Schroedinger {f_basis_schr:.4f}")
print(f"product of three single factors {product:.4f}, "
      f"all errors together {f_all:.4f}")
print(f"Fe3+ - Fe2+ shift: true {delta[2]:.4f}, "
      f"mixed levels {mixed:.4f} mm/s")
print("every check passed")
```

Running it gives:

```
nuclear rms radius 3.7 fm, change of <r^2> -0.025 fm^2
gamma energy 14.0 keV
nuclear constant alpha = -0.2833 a0^3 mm/s
largest exponent: large 2.55e+08, cut 9.03e+03 a0^-2
Fe25+ Dirac 1s: basis -341.0978, analytic -341.0978 Eh
Fe8+ rho(0): radial 9995.56, PySCF 9995.56 a0^-3
Fe3+ rho from dE/d<r^2> 14854.85, averaged 14852.85 a0^-3
ion: rho Dirac, rho Schroedinger (a0^-3), shift (mm/s)
  Fe+  3d7      14849.091 11797.688 +0.3399
  Fe2+ 3d6      14850.291 11798.684 +0.0000
  Fe3+ 3d5      14852.851 11800.766 -0.7251
  Fe4+ 3d4      14856.807 11803.949 -1.8459
  Fe+  3d6 4s1  14857.561 11804.251 -2.0593
  Fe2+ 3d5 4s1  14862.564 11808.246 -3.4766
level: slope b (a0^3 mm/s), b/alpha, k, R2
  Dirac reference      -0.2833 1.0000 1.0000 1.000000
  Schroedinger         -0.3623 1.2790 0.7813 0.999322
  Dirac, cut basis     -0.3903 1.3777 0.7259 0.999997
  Schroed., cut basis  -0.4283 1.5119 0.6609 0.999275
  Dirac, exchange 1    -0.2309 0.8152 1.2209 0.995333
  Schr., cut, exch. 1  -0.3483 1.2296 0.8065 0.991648
level: inferred change of <r^2> (fm^2), worst left-out error (mm/s)
  Dirac reference      -0.02500 0.00000
  Schroedinger         -0.03198 0.07412
  Dirac, cut basis     -0.03444 0.00537
  Schroed., cut basis  -0.03780 0.07672
  Dirac, exchange 1    -0.02038 0.21005
  Schr., cut, exch. 1  -0.03074 0.24982
range of the shifts = 3.8165 mm/s
Fe25+ Dirac/Schroedinger density ratio 1s, 2s, 3s: 1.2553, 1.2959, 1.2983
basis factor: Dirac 1.3777, Schroedinger 1.1821
product of three single factors 1.4365, all errors together 1.2296
Fe3+ - Fe2+ shift: true -0.7251, mixed levels -0.9274 mm/s
every check passed
```
